# Minimal coupling: from the Lagrangian to the symmetrized Lorentz force, part 1

(Sections cited here and not found follow in the second part.)

## First half: the Hamiltonian and the velocity

### What a calculation has to decide

Suppose that the wave function of an electron in a magnetic field has been computed, and the electric current or the force on the electron is wanted next. Two decisions must be made before any number can be produced. The first is which operator stands for the velocity: the familiar $-i\hbar\nabla/m$, or that operator with a term in the vector potential. The second is the order in which velocity and magnetic field are multiplied in the force, since in quantum mechanics they need not commute.

Both decisions follow from the Hamiltonian

$$H = \frac{(\mathbf p - q\mathbf A)^2}{2m} + q\phi .$$

The velocity is $\mathbf v = (\mathbf p - q\mathbf A)/m$, and the force is

$$m\frac{d\mathbf v}{dt} = q\mathbf E + \frac q2\left(\mathbf v\times\mathbf B - \mathbf B\times\mathbf v\right).$$

These notes derive the Hamiltonian from a Lagrangian and the force from the Hamiltonian.

### The setting

A particle of charge $q$ and mass $m$ has position $\mathbf r$ and velocity $\mathbf v$. It moves slowly compared with light, and its spin is left out. The potentials $\phi(\mathbf r,t)$ and $\mathbf A(\mathbf r,t)$ are prescribed real functions: they act on the particle, but the particle does not act back on them. They determine the fields through

$$\mathbf E = -\nabla\phi - \frac{\partial\mathbf A}{\partial t},\qquad \mathbf B = \nabla\times\mathbf A .$$

The convention for $\mathbf B$ is the one in which the classical force is $q(\mathbf E+\mathbf v\times\mathbf B)$, with no factor of the speed of light. For an electron $q$ is negative.

Components are labelled $i,j,k$, and an index that appears twice in a product is summed over $x,y,z$. The symbol $\partial_i$ means $\partial/\partial r_i$, and $\partial_t$ means the time derivative at a fixed point in space. The symbol $\epsilon_{ijk}$ is $+1$ for $xyz$ and its cyclic permutations, $-1$ for the other orders of three different labels, and zero if two labels agree. Thus $(\mathbf a\times\mathbf b)_i=\epsilon_{ijk}a_jb_k$.

### The Lagrangian and its equation of motion

The starting point is

$$L = \frac m2 v_jv_j + q v_jA_j(\mathbf r,t) - q\phi(\mathbf r,t).$$

Its justification is that it yields the known classical force. The equation of motion is

$$\frac{d}{dt}\frac{\partial L}{\partial v_i} = \frac{\partial L}{\partial r_i}.$$

On the left, the kinetic term contributes $mv_i$ and the coupling term contributes $qA_i$:

$$\frac{\partial L}{\partial v_i} = mv_i + qA_i .$$

The time derivative is taken along the path. The vector potential felt by the particle changes for two reasons: the potential may change at a fixed point, and the particle moves to another point. The chain rule gives

$$\frac{dA_i}{dt} = \partial_tA_i + v_j\partial_jA_i .$$

The left side of the equation of motion is therefore

$$m\frac{dv_i}{dt} + q\,\partial_tA_i + q v_j\partial_jA_i .$$

On the right, $\mathbf r$ is varied while $\mathbf v$ is held fixed, so only the potentials are differentiated:

$$\frac{\partial L}{\partial r_i} = q v_j\partial_iA_j - q\,\partial_i\phi .$$

Equating the two sides and solving for the acceleration gives

$$m\frac{dv_i}{dt} = q\left(-\partial_i\phi-\partial_tA_i\right) + q v_j\left(\partial_iA_j-\partial_jA_i\right).$$

The first bracket is $E_i$. The second is a component of the magnetic force. To see this, insert $B_k=\epsilon_{klm}\partial_lA_m$ into the cross product and use $\epsilon_{ijk}\epsilon_{klm}=\delta_{il}\delta_{jm}-\delta_{im}\delta_{jl}$:

$$(\mathbf v\times\mathbf B)_i = \epsilon_{ijk}\epsilon_{klm}v_j\partial_lA_m = v_j\partial_iA_j - v_j\partial_jA_i .$$

Hence

$$m\frac{d\mathbf v}{dt} = q\left(\mathbf E+\mathbf v\times\mathbf B\right).$$

The calculation also gives an identity that will be needed in the quantum case. Since the last relation but one holds for every $v_j$, the coefficients of $v_j$ must agree:

$$\partial_iA_j-\partial_jA_i = \epsilon_{ijk}B_k .$$

The one coupling term $q\mathbf v\cdot\mathbf A$ produces both the magnetic force and the electric force $-q\,\partial_t\mathbf A$. Its sign is fixed by the convention for the fields. Reversing it would reverse both forces.

### Two different momenta

The canonical momentum is defined as the derivative of the Lagrangian with respect to velocity:

$$p_i = \frac{\partial L}{\partial v_i} = mv_i+qA_i .$$

It differs from the kinetic momentum $m\mathbf v$ by $q\mathbf A$. The kinetic momentum tells how fast the particle moves. The canonical momentum is the variable paired with position in Hamilton's equations, and it is the one that becomes $-i\hbar\nabla$.

A uniform field $B_0$ along $z$ shows the difference. It can be described by $A_y=B_0x$ with the other components zero, because $\partial_xA_y=B_0$. With $\phi=0$ the Lagrangian does not contain $y$, so $\partial L/\partial y=0$ and $p_y$ is constant. The velocity component is

$$v_y = \frac{p_y-qB_0x}{m},$$

which changes as the particle moves along $x$. The component $p_y$ thus stays constant even while the particle travels on a curved path.

### The Legendre transform

The Hamiltonian is

$$H = p_iv_i - L,$$

with the velocity afterwards expressed through the momentum. Insert $p_i=mv_i+qA_i$ in the first term:

$$p_iv_i = mv_iv_i + qA_iv_i .$$

Subtracting $L$ gives

$$H = mv_iv_i + qA_iv_i - \frac m2v_iv_i - qv_iA_i + q\phi = \frac m2v_iv_i+q\phi .$$

The terms linear in $\mathbf A$ cancel. In terms of velocity, $H$ is the kinetic energy plus $q\phi$, and the magnetic field makes no separate contribution. For static potentials this is the conserved energy. For time-dependent potentials the value of $H$ depends on how the electric field is divided between $\phi$ and $\mathbf A$, and only the kinetic part is independent of that choice. This agrees with the force law: the magnetic force is perpendicular to $\mathbf v$, so its power $q\mathbf v\cdot(\mathbf v\times\mathbf B)$ is zero.

Hamilton's equations require the variables $\mathbf r$ and $\mathbf p$. From the definition of $\mathbf p$,

$$v_i = \frac{p_i-qA_i}{m},$$

and therefore

$$H = \frac m2\,\frac{(p_i-qA_i)(p_i-qA_i)}{m^2}+q\phi = \frac{(\mathbf p-q\mathbf A)^2}{2m}+q\phi .$$

The minus sign in front of $q\mathbf A$ comes from solving $\mathbf p=m\mathbf v+q\mathbf A$ for the velocity. This replacement of $m\mathbf v$ by $\mathbf p-q\mathbf A$ is called minimal coupling.

### Quantization and the order of factors

The canonical pair obeys

$$[r_i,p_j]=i\hbar\delta_{ij},\qquad p_j=-i\hbar\partial_j .$$

For any function $f(\mathbf r,t)$, acting on a wave function $\psi$ gives

$$[p_i,f]\psi = -i\hbar\,\partial_i(f\psi)+i\hbar f\,\partial_i\psi = -i\hbar(\partial_if)\psi .$$

Hence $[p_i,f]=-i\hbar\,\partial_if$. Because $\mathbf A$ depends on position, $\mathbf p$ and $\mathbf A$ need not commute, and the square must be written with its factors in order:

$$(\mathbf p-q\mathbf A)^2 = p^2-q(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+q^2A^2 .$$

Each component $p_i-qA_i$ is Hermitian for real $\mathbf A$, and so is the sum of their squares. The cross terms are related by

$$\mathbf p\cdot\mathbf A-\mathbf A\cdot\mathbf p = [p_i,A_i] = -i\hbar\nabla\cdot\mathbf A .$$

They may be merged into $-2q\mathbf A\cdot\mathbf p$ when $\nabla\cdot\mathbf A=0$, the condition called the Coulomb gauge. If this is done when the divergence is not zero, the operator actually used is

$$H_{\rm merged} = H-\frac{i\hbar q}{2m}\nabla\cdot\mathbf A .$$

The factor follows from $\mathbf A\cdot\mathbf p=\frac12(\mathbf p\cdot\mathbf A+\mathbf A\cdot\mathbf p)+\frac{i\hbar}{2}\nabla\cdot\mathbf A$, multiplied by $-q/m$. The extra term is an imaginary potential. With $i\hbar\,\partial_t\psi=H_{\rm merged}\psi$, the Hermitian part leaves the norm unchanged, and the extra term changes it at the rate

$$\frac{d}{dt}\langle\psi|\psi\rangle = -\frac qm\langle\psi|\nabla\cdot\mathbf A|\psi\rangle .$$

A drifting norm can therefore be the sign of a wrongly merged cross term.

### Changing the potentials without changing the fields

The same fields are obtained from

$$\mathbf A'=\mathbf A+\nabla\chi,\qquad \phi'=\phi-\partial_t\chi,$$

where $\chi(\mathbf r,t)$ is a smooth real function. The curl of a gradient vanishes, so $\mathbf B$ is unchanged. In $\mathbf E$ the two new terms $+\nabla\partial_t\chi$ and $-\partial_t\nabla\chi$ cancel.

Let the wave function change to $\psi'=e^{iq\chi/\hbar}\psi$. The derivative of the phase gives

$$-i\hbar\nabla\psi' = e^{iq\chi/\hbar}\left(-i\hbar\nabla+q\nabla\chi\right)\psi .$$

Subtracting $q\mathbf A'\psi'$ removes the term in $\nabla\chi$:

$$(\mathbf p-q\mathbf A')\psi' = e^{iq\chi/\hbar}(\mathbf p-q\mathbf A)\psi .$$

Applying the operator twice carries the phase through in the same way. In the time derivative, the phase produces an extra $-q(\partial_t\chi)\psi'$, which matches the change of $q\phi$. The Schrödinger equation therefore keeps its form.

In a mean value the two phases cancel, so $\langle\mathbf p-q\mathbf A\rangle$ is the same for both choices. The mean of $\mathbf p$ alone changes by $q\langle\nabla\chi\rangle$. A current computed from $\mathbf p/m$ would depend on an arbitrary choice of potentials.

### The Heisenberg equation and the velocity

In the Heisenberg picture the operators carry the time dependence. Let $U(t)$ carry the initial state to time $t$, with $i\hbar\,\partial_tU=HU$, and let $O$ be an operator that may contain time explicitly. Differentiating the three factors of $U^\dagger OU$ gives

$$\frac{d}{dt}(U^\dagger OU) = U^\dagger\left(\frac i\hbar[H,O]+\partial_tO\right)U .$$

The first part of the commutator comes from $U^\dagger$, the second from $U$. Below, the outer factors are not written:

$$\frac{dO}{dt}=\frac i\hbar[H,O]+\partial_tO .$$

Write $\pi_i=p_i-qA_i$. Position commutes with $\phi$ and $\mathbf A$, so $[\pi_j,r_i]=[p_j,r_i]=-i\hbar\delta_{ij}$. The product rule for commutators gives

$$[\pi_j\pi_j,r_i] = \pi_j[\pi_j,r_i]+[\pi_j,r_i]\pi_j = -2i\hbar\pi_i .$$

Since $r_i$ has no explicit time dependence,

$$\frac{dr_i}{dt} = \frac i\hbar\,\frac1{2m}(-2i\hbar\pi_i) = \frac{\pi_i}{m} = \frac{p_i-qA_i}{m}.$$

This settles the first decision: the rate of change of position is given by $\mathbf p-q\mathbf A$. If the Hamiltonian contains a further potential $W$ that does not commute with position, as a nonlocal pseudopotential does not, then the velocity acquires the additional term $(i/\hbar)[W,r_i]$. Such a $W$ must also be coupled to the potentials. Under $\mathbf A'=\mathbf A+\nabla\chi$ its kernel has to change to $e^{iq[\chi(\mathbf r)-\chi(\mathbf r')]/\hbar}W(\mathbf r,\mathbf r')$. If it is left unchanged, even a constant $\mathbf A$, which produces no field, shifts the energy levels. The force law derived below assumes that no such $W$ is present.

## Second half: the force

### Symbols and results carried over

A spinless charge $q$ of mass $m$ moves in prescribed real potentials $\phi$ and $\mathbf A$. The fields are $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ and $\mathbf B=\nabla\times\mathbf A$. The Hamiltonian and velocity are

$$H=\frac m2v_jv_j+q\phi,\qquad v_i=\frac{p_i-qA_i}{m},$$

where $p_i=-i\hbar\partial_i$. Repeated indices are summed. Three relations will be used:

$$[p_i,f]=-i\hbar\,\partial_if,\qquad \partial_iA_j-\partial_jA_i=\epsilon_{ijk}B_k,$$

$$\frac{dO}{dt}=\frac i\hbar[H,O]+\partial_tO .$$

Here $f$ is any function of position and time, and $O$ is any operator.

The Hamiltonian has been derived from the Lagrangian, and the Heisenberg equation has shown that the velocity is $(\mathbf p-q\mathbf A)/m$. What remains is to derive the force operator and settle the order in which velocity and magnetic field are multiplied.
